# Why the XMCD spin sum rule fails for lighter 3d ions: verification in Python

```python
# XMCD spin sum rule at the L2,3 edges, 2p6 3d^n -> 2p5 3d^(n+1), multiplet theory.
# psi_q = D_q|g> (q = photon angular momentum), P,Q = projectors on core-hole j=1/2,3/2,
# Pi = projector on final states above an energy cut, nh = 10-n, T = sum[s-3r(r.s)].
# Exact: sum I = 2nh/5, sum qI/sum I = -Lz/(2nh), sum q<1-3P>/sum I = -(2Sz+7Tz)/(3nh).
# Measured: sum q<1-3Pi>.  R = measured/exact.  For d5 6S, to first order in 1/zeta2p:
#   R = 1-[(4/15)F2pd+(4/21)G3pd]/zeta,  B = 2/3+[(4/45)F2-(4/81)G1+(16/189)G3]/zeta
# (B = L3 share of the isotropic intensity).  Radial integrals: spherical LDA atom. eV.
import numpy as np
from math import factorial, gamma
from functools import lru_cache
from scipy import sparse
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid, quad
from scipy.special import lpmv, gammainc, gammaincc
from scipy.constants import physical_constants as pc, fine_structure as alpha
from sympy.physics.wigner import wigner_3j
from pyscf.dft import libxc
HA = pc['Hartree energy in eV'][0]
KB = pc['Boltzmann constant in eV/K'][0]

# ---------- radial atom (atomic units), Gaussian radial basis, log grid ----------
xg = np.linspace(np.log(1e-6), np.log(30.0), 1600)
h = xg[1]-xg[0]; r = np.exp(xg); wt = r*h
def cumint(f):
    g = np.gradient(f, h)
    return cumulative_trapezoid(f, dx=h, initial=0)-h*h/12*(g-g[0])
def yk(den, k):
    return cumint(den*r**(k+1))/r**(k+1)+r**k*cumint((den*r**(-k))[::-1])[::-1]
basis = {}
for l, nb in ((0, 30), (1, 27), (2, 22)):
    a = 0.03*1.8**np.arange(nb); p = a[:, None]+a[None, :]
    S = gamma(l+1.5)/(2*p**(l+1.5)); nrm = 1/np.sqrt(np.diag(S)); nn = np.outer(nrm, nrm)
    basis[l] = (nrm[:, None]*r**(l+1)*np.exp(-a[:, None]*r*r), S*nn,
                (2*l+3)*np.outer(a, a)/p*S*nn, gamma(l+1)/(2*p**(l+1))*nn)
def atom(Z, occ, interacting=True):
    nel = sum(sum(o) for o in occ.values())
    u = nel*(1-1/(1+0.6057*r*Z**(1/3))**2) if interacting else 0*r  # u = r*V_screening
    X, Rs = [], []
    for it in range(200):
        den = 0*r; kin = 0.0; orb = {}
        for l, o in occ.items():
            chi, S, T, Rinv = basis[l]
            c = eigh(T-Z*Rinv+(chi*(u/r*wt))@chi.T, S)[1][:, :len(o)]
            orb[l] = c.T@chi
            den = den+np.array(o)@orb[l]**2
            kin += np.array(o)@np.diag(c.T@T@c)
        if not interacting:
            return orb, u
        exc, vxc = libxc.eval_xc('lda,vwn', den/(4*np.pi*r*r), spin=0, deriv=1)[:2]
        v = np.asarray(vxc[0]).ravel(); vh = yk(den, 0)
        res = r*(vh+v)-u
        if np.sum(den*wt*abs(res)/r) < 1e-6:
            virial = 2*kin+np.sum(den*wt*(-Z/r+vh/2+3*(v-exc)))
            assert abs(virial) < 1e-4*kin
            return orb, u
        X.append(u.copy()); Rs.append(res.copy()); X = X[-7:]; Rs = Rs[-7:]
        u = u+0.3*res
        if len(X) > 2:
            dX = np.diff(X, axis=0); dR = np.diff(Rs, axis=0); w = np.sqrt(den*wt)/r
            gam = np.linalg.lstsq((dR*w).T, res*w, rcond=1e-10)[0]
            u = u-(dX+0.3*dR).T@gam
    raise AssertionError('SCF not converged')
def slater(d1, d2, k):
    return np.sum(d1*yk(d2, k)*wt)
def zeta(P, u, Z):
    return alpha**2/2*np.sum(P*P*(Z-u+np.gradient(u, h))/r**3*wt)

# hydrogenic check against analytic forms
Zh = 25; oh, uh = atom(Zh, {1: [1], 2: [1]}, False); hp, hd = oh[1][0], oh[2][0]
assert abs(zeta(hp, uh, Zh)/(alpha**2*Zh**4/48)-1) < 2e-3
def mono_slater(n1, b1, n2, b2, k):
    f = lambda t: t**n1*np.exp(-b1*t)*(
        gamma(n2+k+1)*gammainc(n2+k+1, b2*t)/b2**(n2+k+1)/t**(k+1)
        + t**k*gamma(n2-k)*gammaincc(n2-k, b2*t)/b2**(n2-k))
    return quad(f, 0, 200, limit=300)[0]
norm2 = (1/factorial(4))*((2/3)**7/factorial(6))
assert abs(slater(hp*hp, hd*hd, 2)/(Zh*norm2*mono_slater(4, 1, 6, 2/3, 2))-1) < 1e-3
for k in (1, 3):
    assert abs(slater(hp*hd, hp*hd, k)/(Zh*norm2*mono_slater(5, 5/6, 5, 5/6, k))-1) < 1e-3
def radial(Z, n):
    oi, ui = atom(Z, {0: [2, 2, 2], 1: [6, 6], 2: [n]})
    of, uf = atom(Z, {0: [2, 2, 2], 1: [5, 6], 2: [n+1]})
    di, df, pf = oi[2][0], of[2][0], of[1][0]
    d = dict(F2i=slater(di**2, di**2, 2), F4i=slater(di**2, di**2, 4),
             F2f=slater(df**2, df**2, 2), F4f=slater(df**2, df**2, 4),
             F2=slater(pf**2, df**2, 2), G1=slater(pf*df, pf*df, 1), G3=slater(pf*df, pf*df, 3),
             zp=zeta(pf, uf, Z), zdi=zeta(di, ui, Z), zdf=zeta(df, uf, Z))
    return {key: val*HA for key, val in d.items()}
def scaled(par, s, **kw):
    d = {key: (val if key[0] == 'z' else s*val) for key, val in par.items()}
    d.update(kw); return d

# ---------- angular algebra; spin-orbital index 2*(m+l)+s, s=0 up ----------
def gaunt(k, l1, l2):
    f = float(wigner_3j(l1, k, l2, 0, 0, 0))*np.sqrt((2*l1+1)*(2*l2+1))
    return np.array([[(-1.0)**m*f*float(wigner_3j(l1, k, l2, -m, m-mm, mm)) if abs(m-mm) <= k else 0.0
                      for mm in range(-l2, l2+1)] for m in range(-l1, l1+1)])
cdd = {2: gaunt(2, 2, 2), 4: gaunt(4, 2, 2)}; cpp = gaunt(2, 1, 1)
cpd = {1: gaunt(1, 1, 2), 3: gaunt(3, 1, 2)}; cdp = gaunt(1, 2, 1)
sz = np.diag([.5, -.5]); sp = np.array([[0., 1.], [0., 0.]]); I2 = np.eye(2)
def lsmat(l):
    m = np.arange(-l, l+1); lp = np.diag(np.sqrt(l*(l+1)-m[:-1]*(m[:-1]+1.0)), -1)
    return np.kron(np.diag(m), sz)+.5*(np.kron(lp, sp.T)+np.kron(lp.T, sp))
lsp, lsd = lsmat(1), lsmat(2)
ev, evec = eigh(lsp); P6 = evec[:, :2]@evec[:, :2].T; Q6 = np.eye(6)-P6
md = np.arange(-2, 3); Lz1 = np.kron(np.diag(md*1.0), I2); Sz1 = np.kron(np.eye(5), sz)
cf = np.diag([.1, -.4, .6, -.4, .1]); cf[0, 4] = cf[4, 0] = .5; CF1 = np.kron(cf, I2)
ct, cw = np.polynomial.legendre.leggauss(8); ph = 2*np.pi*np.arange(12)/12
ct = ct[:, None]; st = np.sqrt(1-ct*ct); aw = cw[:, None]*2*np.pi/12
def Y2(m):
    y = np.sqrt(5/4/np.pi*factorial(2-abs(m))/factorial(2+abs(m)))*lpmv(abs(m), 2, ct)*np.exp(1j*abs(m)*ph)
    return y if m >= 0 else (-1)**abs(m)*y.conj()
Tz1 = Sz1.astype(complex)
for rh, s in ((st*np.cos(ph), (sp+sp.T)/2), (st*np.sin(ph), (sp-sp.T)/2j), (ct+0*ph, sz)):
    M = np.array([[np.sum(aw*Y2(int(a)).conj()*ct*rh*Y2(int(b))) for b in md] for a in md])
    Tz1 = Tz1-3*np.kron(M, s)
assert abs(Tz1.imag).max() < 1e-12
Tz1 = Tz1.real
W = {key: np.zeros((6, 6, 10, 10)) for key in ('F2', 'G1', 'G3')}
for a in range(6):
    for b in range(6):
        for c in range(10):
            for d in range(10):
                if a//2+c//2 != b//2+d//2:
                    continue
                if a % 2 == b % 2 and c % 2 == d % 2:
                    W['F2'][a, b, c, d] = cpp[a//2, b//2]*cdd[2][d//2, c//2]
                if a % 2 == d % 2 and c % 2 == b % 2:
                    for k in (1, 3):
                        W['G%d' % k][a, b, c, d] = -cpd[k][a//2, d//2]*cpd[k][b//2, c//2]
dip = {q: np.kron(cdp*((md[:, None]-np.arange(-1, 2)[None, :]) == q), I2) for q in (-1, 0, 1)}
@lru_cache(None)
def dets(n):
    return [x for x in range(1024) if x.bit_count() == n]
@lru_cache(None)
def ann(n):
    pos = {x: i for i, x in enumerate(dets(n-1))}; out = []
    for i in range(10):
        t = [(pos[x ^ (1 << i)], j, (-1.0)**((x & ((1 << i)-1)).bit_count()))
             for j, x in enumerate(dets(n)) if x >> i & 1]
        ro, co, va = zip(*t)
        out.append(sparse.csr_matrix((va, (ro, co)), shape=(len(pos), len(dets(n)))))
    return out
@lru_cache(None)
def Emat(n):
    A = ann(n); D = len(dets(n)); ro, co, va = [], [], []
    for c in range(10):
        for d in range(10):
            M = (A[c].T@A[d]).tocoo()
            ro.append(M.row.astype(np.int64)*D+M.col); co.append(np.full(M.nnz, 10*c+d)); va.append(M.data)
    return sparse.csr_matrix((np.concatenate(va), (np.concatenate(ro), np.concatenate(co))), shape=(D*D, 100))
def one(hm, n):
    D = len(dets(n)); return (Emat(n)@hm.ravel()).reshape(D, D)
@lru_cache(None)
def coul(n, k):
    out = 0.0
    for kap in range(-k, k+1):
        C = one(np.kron(cdd[k]*((md[:, None]-md[None, :]) == kap), I2), n)
        out = out+.5*C@C.T
    return out
def final_H(n1, par, tenDq, mix=True):
    D = len(dets(n1)); Wt = sum(par[key]*W[key] for key in W)
    Hb = -(Emat(n1)@Wt.reshape(36, 100).T).T.reshape(6, 6, D, D).transpose(1, 0, 2, 3)
    if not mix:
        pr = lambda X: np.tensordot(X, np.tensordot(X, Hb, (1, 0)), (1, 1)).transpose(1, 0, 2, 3)
        Hb = pr(P6)+pr(Q6)
    Hd = par['F2f']*coul(n1, 2)+par['F4f']*coul(n1, 4)+one(par['zdf']*lsd+tenDq*CF1, n1)
    H = np.ascontiguousarray(Hb.transpose(0, 2, 1, 3)).reshape(6*D, 6*D)
    for a in range(6):
        H[a*D:(a+1)*D, a*D:(a+1)*D] += Hd
        for b in range(6):
            H[a*D+np.arange(D), b*D+np.arange(D)] -= par['zp']*lsp[b, a]
    return H

# known term energies of d2 and p5d1
Br, Cr = 10/49-30/441, 210/441
ref = np.sort([-8*Br]*21+[7*Br]*9+[4*Br+2*Cr]*9+[-3*Br+2*Cr]*5+[14*Br+7*Cr])
e = eigh(10*coul(2, 2)+6*coul(2, 4), eigvals_only=True)
assert np.allclose(e-e[0], ref-ref[0], atol=1e-10)
e = eigh(final_H(1, dict(F2=5., G1=4., G3=2., F2f=0, F4f=0, zdf=0, zp=0), 0), eigvals_only=True)
ref = np.sort([-1.]*9+[-1+16/3]*3+[1.]*20+[-2/7]*21+[-2/7+36/49]*7)
assert np.allclose(e, ref, atol=1e-10)

HEX, GAM = 0.01, 0.4
def xmcd(n, par, tenDq=0.0, T=10.0, mix=True):
    Hi = par['F2i']*coul(n, 2)+par['F4i']*coul(n, 4)+one(par['zdi']*lsd+tenDq*CF1+HEX*Sz1, n)
    e, U = eigh(Hi); w = np.exp(-(e-e[0])/(KB*T)); keep = w > 1e-9
    G = U[:, keep]*np.sqrt(w[keep]/w[keep].sum())
    Sz, Lz, Tz = (np.sum(G*(one(o, n)@G)) for o in (Sz1, Lz1, Tz1))
    D = len(dets(n+1)); add = np.array([A.T@G for A in ann(n+1)])
    Psi = np.hstack([np.tensordot(dip[q].T, add, (1, 0)).reshape(6*D, -1) for q in (-1, 0, 1)])
    qc = np.repeat([-1., 0., 1.], G.shape[1])
    H = final_H(n+1, par, tenDq, mix); H -= np.eye(6*D)*np.trace(H)/(6*D)
    Pf = sparse.kron(P6*(abs(P6) > 1e-12), sparse.identity(D)).tocsr()
    twoM = np.rint(2*np.diag(one(Lz1+Sz1, n+1))).astype(int)
    core = np.array([2*(a//2-1)+1-2*(a % 2) for a in range(6)])
    key = (twoM[None, :]-core[:, None]).ravel()
    if tenDq:
        key = key % 8
    assert abs(H[key[:, None] != key[None, :]]).max() < 1e-9
    E, iso, dic, ch = [], [], [], []
    for kv in np.unique(key):
        ix = np.where(key == kv)[0]
        if np.linalg.norm(Psi[ix]) < 1e-10:
            continue
        ee, V = eigh(H[np.ix_(ix, ix)]); a2 = (V.T@Psi[ix])**2
        E.append(ee); iso.append(a2.sum(1)); dic.append(a2@qc); ch.append(np.sum(V*(Pf[ix][:, ix]@V), 0))
    E, iso, dic, ch = map(np.concatenate, (E, iso, dic, ch))
    PP = Pf@Psi; QP = Psi-PP; HP = H@PP
    EP = np.sum(PP*HP)/np.sum(PP*PP); EQ = np.sum(QP*(H@QP))/np.sum(QP*QP)
    grid = np.linspace(EQ, EP, 1500)
    cut = grid[np.argmin((iso/((grid[:, None]-E)**2+GAM**2)).sum(1))]
    tot = iso.sum(); nh = 10-n
    Sj = np.sum((QP*QP-2*PP*PP).sum(0)*qc)
    assert abs(tot-0.4*nh) < 1e-9
    assert abs(dic.sum()/tot+Lz/(2*nh)) < 1e-9
    assert abs(Sj/tot+(2*Sz+7*Tz)/(3*nh)) < 1e-9
    Rc = lambda c: (dic[E < c].sum()-2*dic[E >= c].sum())/Sj
    scan = [Rc(c) for c in cut+np.linspace(-1, 1, 41)]; lo = E < cut
    return dict(R=Rc(cut), lo=min(scan), hi=max(scan), cut=cut, EP=EP, EQ=EQ, Sz=Sz, Lz=Lz, Tz=Tz,
                B=iso[lo].sum()/tot, d3=dic[lo].sum()/tot, d2=dic[~lo].sum()/tot, Sj=Sj/tot,
                R1=1-2/par['zp']*2*np.sum((QP*HP).sum(0)*qc)/Sj,
                ch3=iso[lo]@ch[lo]/iso[lo].sum(), ch2=1-iso[~lo]@ch[~lo]/iso[~lo].sum())

ions = [('Ti', 22), ('V', 23), ('Cr', 24), ('Mn', 25), ('Fe', 26), ('Co', 27), ('Ni', 28), ('Cu', 29)]
rad = {s: radial(Z, Z-20) for s, Z in ions}
SC, DQ = 0.8, 1.0
print('LDA radial values, unscaled, eV (i: 3d^n, f: 2p5 3d^n+1)')
print('ion  F2dd_i F4dd_i F2dd_f F4dd_f  F2pd   G1pd   G3pd  zeta2p z3d_i  z3d_f')
for s, Z in ions:
    print('%-2s2+' % s+''.join('%7.3f' % v for v in rad[s].values()))
print('inputs: scale %.1f, exchange %.2f eV, T 10 K, Lorentz HWHM %.1f eV, series 10Dq %.1f eV' % (SC, HEX, GAM, DQ))
mn = scaled(rad['Mn'], SC); zp = mn['zp']
print('Mn2+ scaled: F2pd %.3f, G1pd %.3f, G3pd %.3f eV; 3zeta/2 = %.3f eV' % (mn['F2'], mn['G1'], mn['G3'], 1.5*zp))

# first-order coefficients from the large-zeta limit of the full diagonalization
coefR = {'F2': 4/15, 'G1': 0.0, 'G3': 4/21}; coefB = {'F2': 4/45, 'G1': -4/81, 'G3': 16/189}
for key in W:
    o = []
    for z in (1000., 2000.):
        pr_ = dict(mn, F2=0, G1=0, G3=0, zdi=0, zdf=0, zp=z); pr_[key] = 5.0
        x = xmcd(5, pr_); o.append(((1-x['R'])*z/5, (x['B']-2/3)*z/5))
    kR, kB = 2*o[1][0]-o[0][0], 2*o[1][1]-o[0][1]
    assert abs(kR-coefR[key]) < 1e-3 and abs(kB-coefB[key]) < 1e-3
    print('limit coefficient of %s/zeta: in 1-R %.4f, in B-2/3 %.4f' % (key, kR, kB))
J = 2/3*mn['G1']+3/7*mn['G3']; aG = 2/3*mn['G1']
dJ, dG, dF = -4*J/(9*zp), 4*aG/(9*zp), -4*mn['F2']/(15*zp)
R1 = 1+dJ+dG+dF; B1 = 2/3+sum(coefB[key]*mn[key] for key in W)/zp
x0 = xmcd(5, dict(mn, zdi=0, zdf=0))
assert abs(x0['R1']-R1) < 1e-8
xoff = xmcd(5, dict(mn, zdi=0, zdf=0, F2=0, G1=0, G3=0))
assert abs(xoff['R']-1) < 1e-9 and abs(xoff['B']-2/3) < 1e-9
x = xmcd(5, mn); xn = xmcd(5, mn, mix=False); xT = xmcd(5, mn, T=300.)
assert abs(xT['R']-x['R']) < 1e-3 and abs(xT['Sz']) < 0.6*abs(x['Sz'])
assert abs(1-xn['R']) < 0.5*abs(1-x['R'])
assert 0.62 < x['R'] < 0.78
print('core exchange J %.3f eV, e-h exchange a %.3f eV' % (J, aG))
print('first-order dR: J %.4f, a %+.4f, F2 %.4f; R1 = %.4f, B1 = %.4f' % (dJ, dG, dF, R1, B1))
print('free Mn2+: Sz %.4f, Lz %.4f, Tz %.5f (hbar)' % (x['Sz'], x['Lz'], x['Tz']))
print('from config. average: j=3/2 centroid %.2f, cut %.2f, j=1/2 centroid %.2f eV' % (x['EQ'], x['cut'], x['EP']))
print('per total intensity: dL3 %.4f, dL2 %.4f, dL3-2dL2 %.4f, exact %.4f' % (x['d3'], x['d2'], x['d3']-2*x['d2'], x['Sj']))
print('R = %.3f, 1/R = %.3f, cut +-1 eV: R %.3f to %.3f, B = %.3f' % (x['R'], 1/x['R'], x['lo'], x['hi'], x['B']))
mt = -(2*x['Sz']+7*x['Tz'])
print('-(2Sz+7Tz): true %.3f, apparent %.3f (mu_B, g=2)' % (mt, mt*x['R']))
print('wrong-j character, intensity weighted: L3 %.3f, L2 %.3f' % (x['ch3'], x['ch2']))
print('R: no mixing %.3f, pd off %.3f, zeta3d=0 %.3f' % (xn['R'], xoff['R'], x0['R']))
print('at 300 K: Sz %.3f hbar, R %.3f' % (xT['Sz'], xT['R']))
for key in W:
    pr_ = dict(mn, F2=0, G1=0, G3=0); pr_[key] = mn[key]
    print('only %s on: R %.3f' % (key, xmcd(5, pr_)['R']))
for f in (2, 4):
    y = xmcd(5, dict(mn, zp=f*zp))
    print('zeta2p x %d: R %.4f, first order %.4f' % (f, y['R'], y['R1']))
for s in (0.7, 0.9, 1.0):
    y = xmcd(5, scaled(rad['Mn'], s))
    print('scale %.1f: R %.3f (%.3f to %.3f), first order %.3f' % (s, y['R'], y['lo'], y['hi'], y['R1']))
print('series in Oh; Sz, Lz, Tz in hbar')
print('ion  F2pd/z    Sz     Lz    7Tz    R1     R    Rmin   Rmax  Rnomix   B')
ratio, ser = [], {}
for s, Z in ions:
    par = scaled(rad[s], SC); y = xmcd(Z-20, par, DQ); yn = xmcd(Z-20, par, DQ, mix=False)
    ratio.append(par['F2']/par['zp']); ser[s] = y['R']
    print('%-2s2+' % s+''.join('%7.3f' % v for v in (ratio[-1], y['Sz'], y['Lz'], 7*y['Tz'], y['R1'],
          y['R'], y['lo'], y['hi'], yn['R'], y['B'])))
assert np.all(np.diff(ratio) < 0)
assert abs(ser['Cu']-1) < 1e-9 and abs(1-ser['Ni']) < abs(1-ser['Mn'])
print('Cu/Ti growth: zeta2p x %.2f, F2pd x %.2f' % (rad['Cu']['zp']/rad['Ti']['zp'], rad['Cu']['F2']/rad['Ti']['F2']))
print('no test failed')
```

Output:

```
LDA radial values, unscaled, eV (i: 3d^n, f: 2p5 3d^n+1)
ion  F2dd_i F4dd_i F2dd_f F4dd_f  F2pd   G1pd   G3pd  zeta2p z3d_i  z3d_f
Ti2+  8.122  5.036  9.074  5.634  5.052  3.658  2.075  3.967  0.021  0.030
V 2+  8.801  5.455  9.715  6.029  5.551  4.076  2.315  4.861  0.029  0.039
Cr2+  9.464  5.863 10.345  6.417  6.040  4.488  2.550  5.897  0.039  0.051
Mn2+ 10.112  6.263 10.966  6.800  6.523  4.895  2.783  7.090  0.050  0.064
Fe2+ 10.749  6.655 11.579  7.177  6.999  5.298  3.014  8.455  0.064  0.081
Co2+ 11.376  7.042 12.185  7.551  7.470  5.696  3.242 10.008  0.081  0.099
Ni2+ 11.994  7.423 12.786  7.921  7.936  6.091  3.468 11.766  0.100  0.121
Cu2+ 12.605  7.799 13.382  8.287  8.398  6.483  3.693 13.745  0.122  0.146
inputs: scale 0.8, exchange 0.01 eV, T 10 K, Lorentz HWHM 0.4 eV, series 10Dq 1.0 eV
Mn2+ scaled: F2pd 5.218, G1pd 3.916, G3pd 2.227 eV; 3zeta/2 = 10.635 eV
limit coefficient of F2/zeta: in 1-R 0.2667, in B-2/3 0.0889
limit coefficient of G1/zeta: in 1-R -0.0000, in B-2/3 -0.0494
limit coefficient of G3/zeta: in 1-R 0.1905, in B-2/3 0.0847
core exchange J 3.565 eV, e-h exchange a 2.611 eV
first-order dR: J -0.2235, a +0.1637, F2 -0.1963; R1 = 0.7439, B1 = 0.7314
free Mn2+: Sz -2.4990, Lz -0.0010, Tz 0.00036 (hbar)
from config. average: j=3/2 centroid -6.96, cut 0.20, j=1/2 centroid 4.13 eV
per total intensity: dL3 0.0756, dL2 -0.0755, dL3-2dL2 0.2267, exact 0.3330
R = 0.681, 1/R = 1.469, cut +-1 eV: R 0.678 to 0.681, B = 0.759
-(2Sz+7Tz): true 4.995, apparent 3.400 (mu_B, g=2)
wrong-j character, intensity weighted: L3 0.009, L2 0.075
R: no mixing 1.000, pd off 1.000, zeta3d=0 0.681
at 300 K: Sz -1.035 hbar, R 0.681
only F2 on: R 0.804
only G1 on: R 0.942
only G3 on: R 0.935
zeta2p x 2: R 0.8570, first order 0.8723
zeta2p x 4: R 0.9324, first order 0.9361
scale 0.7: R 0.728 (0.726 to 0.728), first order 0.777
scale 0.9: R 0.632 (0.624 to 0.632), first order 0.713
scale 1.0: R 0.582 (0.580 to 0.606), first order 0.681
series in Oh; Sz, Lz, Tz in hbar
ion  F2pd/z    Sz     Lz    7Tz    R1     R    Rmin   Rmax  Rnomix   B
Ti2+  1.019 -0.997  1.484 -0.905  1.740  1.512  1.309  2.107  0.810  0.566
V 2+  0.914 -1.499  0.117  0.000  0.641  0.518  0.506  0.651  0.991  0.576
Cr2+  0.819 -1.993  0.147  1.935  0.130  0.069  0.057  0.082  1.060  0.655
Mn2+  0.736 -2.499 -0.001  0.002  0.745  0.680  0.677  0.681  1.000  0.760
Fe2+  0.662 -1.698 -0.756  0.117  0.893  0.873  0.872  0.873  1.000  0.781
Co2+  0.597 -1.012 -0.875  0.064  0.927  0.924  0.924  0.924  1.000  0.836
Ni2+  0.540 -0.990 -0.381 -0.038  0.930  0.927  0.927  0.927  1.000  0.758
Cu2+  0.489 -0.488 -0.243 -0.162  1.000  1.000  1.000  1.000  1.000  0.774
Cu/Ti growth: zeta2p x 3.46, F2pd x 1.66
no test failed
```
